\section*{Temperature Coefficients of Schottky Barriers Pinned Above the Valence Edge}

\section{Which barrier gets the coefficient?}

A diode current is computed at 300 K and has to be carried over to 350 K. The barrier stands in an exponent, so one must decide whether to keep it fixed or let it follow the band gap. For the silicide contact on silicon treated below, keeping the electron barrier at its 300 K value makes the emission current at 350 K too small by a factor of 1.55. Giving the hole barrier the gap's temperature dependence makes the hole current too large by the same factor.

The choice depends on what the Fermi level is tied to. If it is held at a fixed energy above the valence edge, the electron barrier takes the whole temperature coefficient of the gap and the hole barrier takes none. Strong pinning alone does not guarantee this: the level at which the interface pins must itself keep its distance from the valence edge.

\section{The ideal result}

Let $E_c$ and $E_v$ be the band edges at the interface and $E_F$ the Fermi level. The electron and hole barriers are
\begin{equation}
\phi_n=E_c-E_F,\qquad \phi_p=E_F-E_v .
\end{equation}
Both are positive energies. They belong to the same metal on n-type and p-type material, with the same interface, and are taken before image-force lowering. Adding them removes $E_F$:
\begin{equation}
\phi_n+\phi_p=E_c-E_v=E_g(T).
\label{sum}
\end{equation}
A prime denotes $d/dT$. Differentiating (\ref{sum}) gives
\begin{equation}
\phi_n'=E_g'-\phi_p'.
\label{split}
\end{equation}
Now let the interface hold $E_F$ at $\phi_0$ above $E_v$, with $\phi_0$ independent of temperature. Then $\phi_p=\phi_0$ and $\phi_n=E_g-\phi_0$, so that
\begin{equation}
\boxed{\;\phi_p'=0,\qquad \phi_n'=E_g'\;}
\label{ideal}
\end{equation}
The constant hole barrier is the premise written as a derivative; the electron result then follows from (\ref{sum}). No statement about how each edge moves relative to vacuum is needed, because both barriers are measured from the same Fermi level.

For numbers we describe the gap by
\begin{equation}
E_g(T)=E_0-\frac{aT^2}{T+b}.
\end{equation}
The quotient rule gives
\begin{align}
E_g'&=-a\,\frac{2T(T+b)-T^2}{(T+b)^2}
=-a\,\frac{T(T+2b)}{(T+b)^2}.
\label{gapslope}
\end{align}
For $T\ll b$ this is $-2aT/b$, which vanishes at absolute zero; for $T\gg b$ it tends to $-a$. The inherited coefficient is therefore itself a function of temperature, and a quoted value needs the temperature to which it belongs.

\section{What holds the Fermi level}

To see when the premise is met, take a metal of work function $\phi_M$ separated from the semiconductor by a layer of thickness $\delta$ and permittivity $\varepsilon_i$. Electrons can cross this layer, but it supports a potential step. At the semiconductor surface there are $D$ states per area and energy, spread uniformly over the gap. The surface is neutral when they are filled from $E_v$ up to $\phi_0$. We take $D$, $\delta$ and $\varepsilon_i$ as independent of temperature.

\subsection*{Charge in the gap states}

With the energy $E$ measured from $E_v$, the number of filled states per area is $D$ times the integral of the Fermi function over the gap:
\begin{align}
\int_0^{E_g}\!\frac{dE}{1+e^{(E-\phi_p)/kT}}
&=\phi_p+kT\ln\frac{1+e^{-\phi_p/kT}}{1+e^{-\phi_n/kT}} .
\end{align}
The logarithm is exponentially small when both barriers are many $kT$. Dropping it leaves $D\phi_p$ filled states against $D\phi_0$ in the neutral case. Each extra electron carries $-e$, so the charge per area is
\begin{equation}
Q=-eD(\phi_p-\phi_0).
\label{charge}
\end{equation}
This also shows one way in which $\phi_0$ can be constant: the neutral number of filled states, $D\phi_0$, and the density $D$ both stay fixed while the gap changes.

\subsection*{Potential step}

The metal carries the opposite charge $-Q$. The field in the layer, counted from metal to semiconductor, is $-Q/\varepsilon_i$. The electrostatic potential therefore changes by $+Q\delta/\varepsilon_i$ across the layer, and the energy of an electron by $-eQ\delta/\varepsilon_i$.

The same change can be read from the vacuum levels. On the metal side the vacuum level lies $\phi_M$ above $E_F$. On the semiconductor side it lies $\phi_n+\chi$ above $E_F$, where $\chi$ is the electron affinity. Hence, with (\ref{charge}),
\begin{equation}
\phi_n+\chi-\phi_M=-\frac{eQ\delta}{\varepsilon_i}
=\kappa(\phi_p-\phi_0),\qquad
\kappa=\frac{e^2D\delta}{\varepsilon_i}.
\end{equation}
Depletion charge has been left out here; its effect is sized below. Replace $\phi_n$ by $E_g-\phi_p$ and write $I=\chi+E_g$ for the ionization energy:
\begin{align}
I-\phi_M-\phi_p&=\kappa\phi_p-\kappa\phi_0,\\
(1+\kappa)\phi_p&=I-\phi_M+\kappa\phi_0 .
\end{align}
With $S=1/(1+\kappa)$ we have $\kappa S=1-S$, and
\begin{equation}
\phi_p=S(I-\phi_M)+(1-S)\phi_0 .
\label{hole}
\end{equation}
Thus $S$ is the fraction of a work-function change that reaches the barrier. Large $D\delta$ gives $S\to0$ and $\phi_p\to\phi_0$. The pinning arises because a small departure from $\phi_0$ already produces enough charge to take up the potential difference.

\section{Temperature slopes at finite pinning}

Since $S$ is constant in this model, (\ref{hole}) and (\ref{split}) give
\begin{align}
\phi_p'&=S(I'-\phi_M')+(1-S)\phi_0',
\label{holeslope}\\
\phi_n'&=E_g'-\phi_p'.
\end{align}
Three cases show what the ideal result needs.

\textbf{Neutral level fixed above the valence edge.} Here $\phi_0'=0$. The hole slope is $S(I'-\phi_M')$ and disappears in proportion to $S$. This is the approach to (\ref{ideal}).

\textbf{No gap states.} Here $S=1$, so $\phi_p'=I'-\phi_M'$ and, because $E_g'-I'=-\chi'$, $\phi_n'=\phi_M'-\chi'$. The division of the gap's change between the two barriers is now set by how the band edges and the metal's Fermi level move relative to vacuum.

\textbf{Neutral level at a fixed fraction of the gap.} Let $\phi_0=\lambda E_g$. For $S\to0$,
\begin{equation}
\phi_p'=\lambda E_g',\qquad \phi_n'=(1-\lambda)E_g'.
\label{fraction}
\end{equation}
The pinning is as strong as before, yet both barriers drift. If the level instead keeps a fixed distance below the conduction edge, then $\phi_0'=E_g'$ and the roles in (\ref{ideal}) are reversed. A barrier that hardly depends on the metal shows that $S$ is small; it does not show which edge the level follows.

\section{What a Richardson plot reports}

A barrier can be extracted from the temperature dependence of the emission current, and a drifting barrier changes the meaning of that plot. The one-way current density over a barrier $\phi$, for an isotropic mass $m$ and a Boltzmann tail, is
\begin{align}
J&=e\,\frac{2}{h^3}\int_{p_x>0}\!d^3p\;\frac{p_x}{m}\,
e^{-(\phi+p^2/2m)/kT}\nonumber\\
&=\frac{4\pi em}{h^3}\int_0^\infty\!\!dE_x\int_0^\infty\!\!dE_\perp\,
e^{-(\phi+E_x+E_\perp)/kT}\nonumber\\
&=A\,T^2e^{-\phi/kT},\qquad A=\frac{4\pi emk^2}{h^3}.
\end{align}
The second line uses $p_x\,dp_x/m=dE_x$ and $d^2p_\perp=2\pi m\,dE_\perp$; each energy integral then gives a factor $kT$.

Let $\beta=1/kT$ and $y=\ln(J/T^2)=\ln A-\beta\phi$. Since $dT/d\beta=-kT^2$, we have $\beta\,d\phi/d\beta=-T\phi'$, and
\begin{equation}
-\frac{dy}{d\beta}=\phi+\beta\frac{d\phi}{d\beta}=\phi-T\phi'\equiv H .
\label{activation}
\end{equation}
The tangent at temperature $T$ meets the axis $\beta=0$ at
\begin{equation}
y+\beta H=\ln A-\beta\phi+\beta\phi-\beta T\phi'
=\ln A-\frac{\phi'}{k}.
\label{intercept}
\end{equation}
The energy $H$ is the barrier extrapolated along its tangent to absolute zero. The prefactor read from the plot is $A\,e^{-\phi'/k}$, which exceeds $A$ when the barrier falls with temperature.

Under ideal valence-edge pinning, the hole plot gives $H_p=\phi_0$ and the true $A$. The electron plot gives
\begin{align}
H_n&=E_g-TE_g'-\phi_0\nonumber\\
&=E_0-\phi_0+aT^2\,\frac{-(T+b)+(T+2b)}{(T+b)^2}\nonumber\\
&=E_0-\phi_0+\frac{abT^2}{(T+b)^2}.
\label{Hn}
\end{align}
This lies above the barrier at the temperature of measurement and also above the barrier at absolute zero, $E_0-\phi_0$. To obtain $\phi(T)$ itself, one can use $\phi=kT\ln(AT^2/J)$ at each temperature, provided that $A$ is known independently.

If the true $A$ is known for each carrier, and the barriers are laterally uniform and not lowered by image force or tunnelling, and the current is limited by emission over the top alone, the two plots together test the premise. For real contacts these effects, sized roughly below, must first be corrected for. By (\ref{sum}), the prefactor enhancements multiply to $e^{-E_g'/k}$ however the gap's drift is divided. Ideal valence-edge pinning puts all of it in the electron plot.

\section{A near-midgap silicide on silicon}

Take $E_0=1.17$ eV, $a=0.47$ meV/K, $b=640$ K and $\phi_0=0.40$ eV. These are rough typical values for silicon and a silicide whose Fermi level lies not far from midgap. At 300 K, (\ref{gapslope}) gives
\begin{equation}
E_g'=-0.47\,\frac{300\times1580}{940^2}
=-0.252\ \mathrm{meV/K}.
\end{equation}
The ideal barriers are:

\begin{center}
\begin{tabular}{cccc}
$T$ (K) & $\phi_n$ (eV) & $\phi_p$ (eV) & $\phi_n'$ (meV/K)\\
250 & 0.737 & 0.400 & $-0.227$\\
300 & 0.725 & 0.400 & $-0.252$\\
350 & 0.712 & 0.400 & $-0.274$
\end{tabular}
\end{center}

The electron barrier loses 25 meV over this range. Between 300 and 350 K it loses 13 meV, while $kT$ at 350 K is 30 meV; the exponential of their ratio is the factor 1.55 quoted at the start.

\subsection*{Finite pinning strength}

Let the layer be 0.5 nm thick with relative permittivity 4, and let $D=4\times10^{14}$ cm$^{-2}$eV$^{-1}$. Then $\kappa=9.05$ and $S=1/10.05=0.0995$. With $\chi=4.05$ eV and $\phi_M=4.70$ eV at 300 K, $I=5.175$ eV and
\begin{equation}
\phi_p=0.0995\times0.475+0.9005\times0.400=0.4075\ \mathrm{eV}.
\end{equation}

For the slope we need the motion relative to vacuum. Assign half of the gap change to each edge, so $I'=E_g'/2=-0.126$ meV/K, and let $\phi_M'=+0.10$ meV/K. Both are assumptions; the sign of $\phi_M'$ is chosen so that the two contributions add. Then
\begin{equation}
\phi_p'=0.0995(-0.126-0.100)=-0.0225\ \mathrm{meV/K},
\end{equation}
which is 9\% of the gap slope, and $\phi_n'=-0.230$ meV/K. Solving the charge balance numerically, with the Fermi function integrated over the gap states, gives the same slopes. With all else held fixed, ten times as many states reduce the hole slope to $-0.0025$ meV/K, and a hundred times as many to $-0.00025$ meV/K. These two cases only display the limit $S\to0$: they would put more states in the gap than the $7$--$8\times10^{14}$ atoms per cm$^2$ of a silicon surface.

\subsection*{A level that moves with the gap}

If the neutral level stays at the fraction $\lambda=0.40/1.125=0.356$ of the gap, strong pinning gives $\phi_p'=-0.090$ and $\phi_n'=-0.162$ meV/K. At 300 K the barriers equal those of the ideal case. Their temperature dependence tells the two cases apart.

\subsection*{Richardson plots}

For electrons at 300 K, (\ref{activation}) gives
\begin{equation}
H_n=0.725+300\times0.252\times10^{-3}=0.801\ \mathrm{eV}.
\end{equation}
This is 76 meV above the actual barrier. The apparent prefactor is too large by $\exp(0.252/0.0862)=18.6$, where $k=0.0862$ meV/K. This factor depends exponentially on the gap slope: other fits in use for silicon give slopes down to $-0.273$ meV/K at 300 K, for which the factor is about 24 and $H_n=0.806$ eV. A straight line fitted from 250 to 350 K gives 0.800 eV and a factor of 18.3. By (\ref{Hn}), the local energy $H_n$ rises only from 0.794 to 0.808 eV across this window, so the curvature of the plot hardly betrays the drift. For holes the fit returns 0.400 eV and a factor of 1.00.

With the level at a fixed gap fraction, (\ref{intercept}) gives factors of 6.6 for electrons and 2.8 for holes at 300 K. Their product is again 18.6. The free-electron value $A=120$ A\,cm$^{-2}$K$^{-2}$ was used; a constant mass factor multiplies $A$ but leaves these energies and ratios unchanged.

\section{Effects outside the ideal model}

\subsection*{Image force}

Let the doping be $N=10^{16}$ cm$^{-3}$ on either type, with an effective band density $N_b=3\times10^{19}$ cm$^{-3}$ at 300 K that grows as $T^{3/2}$. The zero-bias band bending is $\psi=\phi-kT\ln(N_b/N)$, or 0.518 eV for electrons and 0.193 eV for holes. In the depletion approximation the interface field is $F=\sqrt{2N\psi/\varepsilon_s}$, with $\psi$ as an energy and $\varepsilon_s$ the semiconductor permittivity. This gives 0.040 and 0.024 MV/cm.

Near the interface the carrier energy relative to $\phi$ is $-e^2/(16\pi\varepsilon_sx)-eFx$. Its maximum lies where the two terms are equal, at $x_m=\sqrt{e/(16\pi\varepsilon_sF)}$, so the lowering is
\begin{equation}
\Delta=2eFx_m=e\sqrt{\frac{eF}{4\pi\varepsilon_s}}\propto\psi^{1/4}.
\end{equation}
It amounts to 22 meV for electrons and 17 meV for holes. The lowered barriers therefore add up to 39 meV less than the gap.

The drift follows from $\Delta'=\Delta\psi'/(4\psi)$. For holes, $\psi'=-k[\ln(N_b/N)+3/2]=-0.82$ meV/K. The lowering shrinks on heating, which adds about $+0.018$ meV/K to the hole barrier; the numerical maximum, including the curvature of the depletion potential, gives $+0.019$. For electrons the addition is $+0.012$ meV/K. All these values keep the depletion approximation. The majority-carrier tail replaces $\psi$ by about $\psi-kT$ in the field; the lowering is then 16.6 meV with slope $+0.023$ meV/K for holes, and 21.9 meV with $+0.013$ meV/K for electrons.

\subsection*{Tunnelling near the top}

At a depth $d$ below the top, a triangular barrier has the semiclassical exponent
\begin{equation}
g=\frac{2}{\hbar}\int_0^{d/eF}\!\sqrt{2m(d-eFx)}\,dx
=\frac{4\sqrt{2m}\,d^{3/2}}{3\hbar eF}.
\end{equation}
For $m=0.3\,m_e$ and the electron-side field, $g=1$ at $d\approx10$ meV. Carriers in this thin upper part can pass. The numerical estimate with a parabolic depletion barrier, full transmission above the top and no image rounding gives the current of a barrier lowered by 10 meV for electrons and 7 meV for holes. The added slopes are $+0.011$ and $+0.013$ meV/K. These values belong to a sharp top and overstate tunnelling through the image-rounded barrier. Quantum reflection at the metal, which reduces the current, is left out.

\subsection*{Size of the total}

Depletion charge shifts the electron barrier on n-type material by $-0.6$ meV, with a slope below 0.001 meV/K. The Boltzmann form changes the hole current by a relative $5\times10^{-8}$. Both are negligible here.

Simply adding the slopes from finite pinning, image force and tunnelling changes the electron coefficient from $-0.252$ to about $-0.21$ meV/K. For holes the sum is about $+0.01$ meV/K, because finite pinning opposes the other two. That cancellation depends on the assumed $\phi_M'$: with its sign reversed, the sum is about $+0.03$ meV/K. These sums overcount, because image force and tunnelling act on the same part of the barrier. On the image-rounded barrier the same semiclassical exponent adds only about 4 meV (electrons) and 3 meV (holes) to the image lowering, and 1 meV or less with a transmission $1/(1+e^{g})$. The joint slopes are then about $+0.016$ and $+0.023$ meV/K. The electron coefficient stays near $-0.21$ meV/K, while the hole sum drops to about zero, or $+0.02$ meV/K with $\phi_M'$ reversed. The sign of the small hole sum is therefore not established.

The sums also assume that emission alone limits the current. At this doping, diffusion through the depletion layer reduces the current by several percent, and more so on heating. With low-field mobilities of 1200 and 430 cm$^2$V$^{-1}$s$^{-1}$ falling as $T^{-2.2}$, and $A=112$ and 32 A\,cm$^{-2}$K$^{-2}$, this acts like an added slope of about $+0.015$ meV/K for electrons and $+0.023$ meV/K for holes, as large as the effects above.

\section{Reading the result for a real contact}

The gap near 1.1 eV and the doping are ordinary values for silicon at room temperature. A pinning factor near 0.1 represents a strongly pinned contact. The state density and layer thickness are effective parameters: this model determines their product through $S$, not each separately. Silicides differ in barrier, and $\phi_0=0.40$ eV should not be carried over to one with a much smaller hole barrier. Real contacts also break the assumption of a laterally uniform barrier. Suppose independent patches have barriers with a Gaussian spread $\sigma$ about $\bar\phi$. Completing the square in the average of $e^{-\phi/kT}$ gives
\begin{equation}
\phi_{\rm eff}=\bar\phi-\frac{\sigma^2}{2kT},\qquad
\phi_{\rm eff}'=\bar\phi'+\frac{\sigma^2}{2kT^2}
\end{equation}
for constant $\sigma$. An illustrative $\sigma=30$ meV lowers the effective barrier by 17 meV at 300 K and adds $+0.058$ meV/K to either slope. The ideal electron coefficient becomes $-0.19$ meV/K, and the hole barrier appears to rise on heating although every patch is pinned at constant $\phi_p$.

For a uniform, strongly pinned contact whose neutral level is known to follow the valence edge, the calculation should therefore use a constant $\phi_p$ and $\phi_n(T)=E_g(T)-\phi_p$. These are the barriers before image-force lowering and tunnelling; those effects, and any limitation of the current by diffusion or quantum reflection, must be included separately when they matter. An energy taken from an electron Richardson plot already contains $-T\phi_n'$. If it is used together with the plot's own prefactor, no further gap coefficient should be added within the fitted range. The numerical output below gives the values to more digits than the rough parameters warrant, so that the arithmetic can be followed.

\section*{Calculated quantities}
\begin{verbatim}
Gap at 0 K: 1.17 eV; a = 0.47 meV/K; b = 640 K
Neutral level above valence edge: 0.40 eV
Layer: 0.5 nm, relative permittivity 4.0
Gap-state density: 4.0e+14 per cm2 and eV
At 300 K: affinity 4.05 eV, work function 4.70 eV
Work-function drift: 0.10 meV/K
Conduction-edge share of gap change: 0.50
Doping: 1.0e+16 cm^-3; band density 3.0e+19 cm^-3
Semiconductor permittivity 11.7; tunnel mass 0.30 m_e
Ideal pinning:
 T=250 K: gap 1.1370 eV, electron 0.7370 eV, hole 0.4000 eV, gap slope -0.2270 meV/K
 T=300 K: gap 1.1250 eV, electron 0.7250 eV, hole 0.4000 eV, gap slope -0.2521 meV/K
 T=350 K: gap 1.1118 eV, electron 0.7118 eV, hole 0.4000 eV, gap slope -0.2736 meV/K
Electron-barrier change, 250 to 350 K: -25.15 meV
350 K current, true / with 300 K electron barrier: 1.547
Finite pinning at 300 K, from charge balance:
 D=4.0e+14 /(cm2 eV): S=0.09953, hole slope -0.02250, electron slope -0.22963 meV/K
 D=4.0e+15 /(cm2 eV): S=0.01093, hole slope -0.00247, electron slope -0.24966 meV/K
 D=4.0e+16 /(cm2 eV): S=0.00110, hole slope -0.00025, electron slope -0.25188 meV/K
Hole barrier at first D: 0.4075 eV; electron 0.7175 eV
Hole slope / gap slope at first D: 8.9 %
Neutral level at fixed gap fraction 0.3556, strong pinning:
 hole slope -0.0896 meV/K, electron slope -0.1625 meV/K
True Richardson constant (free mass): 120.17 A/(cm2 K2)
Richardson plot, electron: at 300 K 0.8006 eV, A ratio 18.649
 line fit 250-350 K: 0.7999 eV, A ratio 18.293
Richardson plot, hole: at 300 K 0.4000 eV, A ratio 1.000
 line fit 250-350 K: 0.4000 eV, A ratio 1.000
Neglected effects at 300 K:
 n-side depletion charge: electron barrier -0.578 meV, slope 0.00059 meV/K
 electron: band bending 0.5180 V, field 0.0400 MV/cm
  image lowering 22.14 meV, barrier slope added +0.0115 meV/K
  tunnel lowering 10.27 meV, barrier slope added +0.0109 meV/K
 hole: band bending 0.1930 V, field 0.0244 MV/cm
  image lowering 17.24 meV, barrier slope added +0.0186 meV/K
  tunnel lowering 7.18 meV, barrier slope added +0.0125 meV/K
 Tunnelling energy E00: 0.991 meV; kT: 25.852 meV
 Degeneracy correction to hole current: -4.8e-08 (relative)
\end{verbatim}
